# Thomas-Fermi Potential of a Delta-Doped Sheet and Its Inverse Fourth-Power Tail

In the Thomas-Fermi model, the depth $u(z)$ of the potential well around a plane of donors obeys, away from the plane, an equation with one material constant:

$$
\frac{d^2u}{dz^2}=C\,u^{3/2}. \tag{1}
$$

The exponent $3/2$ comes from filling a three-dimensional Fermi volume, and the second derivative comes from Poisson's equation. Since $u$ is an energy, $C$ has the dimension energy$^{-1/2}$ length$^{-2}$. The only energy that can be built from $C$ and the distance $z$ is $1/(C^2z^4)$. The donor density enters through the force $F$ on an electron beside the plane, and $C$ and $F$ together define one length, $\ell=(C^2F)^{-1/5}$. Hence

$$
u(z)=\frac{1}{C^2z^4}\,f\!\left(\frac{z}{\ell}\right).
$$

If $f$ tends to a nonzero constant at large argument, the potential falls as the inverse fourth power and its tail does not depend on the donor density. Inserting $u=Az^{-4}$ in (1) gives $20A=CA^{3/2}$, so the constant would be $C^2A=400$. Dimensions alone do not show that the well of a real sheet charge approaches this power law. For that the equation must be derived and solved with its boundary conditions.

Let the donors form a uniform sheet at $z=0$ with $N$ ionised donors per area, in a host of permittivity $\varepsilon$. The sheet is infinite and far from any surface, there is no other fixed charge, and the electrons that neutralise it are at zero temperature. Exchange and correlation are left out. Let $V(z)$ be the potential energy of an electron, with $V(\infty)=0$, and let $\mu$ be the chemical potential. The Thomas-Fermi assumption is that the electrons at $z$ have the density of a uniform gas whose Fermi energy is the local value $w(z)=\mu-V(z)$.

The conduction band has $g$ equivalent ellipsoidal valleys with one longitudinal mass $m_l$ and two transverse masses $m_t$. In each valley the filled states satisfy $\tfrac12\hbar^2\,\mathbf k\cdot M^{-1}\mathbf k\le w$, where $M$ is the mass tensor. This is an ellipsoid with semi-axes $\sqrt{2m_iw}/\hbar$ and volume $\tfrac{4\pi}{3}(2w)^{3/2}\sqrt{m_lm_t^2}/\hbar^3$. Multiplying by $2g/(2\pi)^3$, for two spins and $g$ valleys, gives

$$
n=\frac{g\,(2m_dw)^{3/2}}{3\pi^2\hbar^3},\qquad m_d=(m_lm_t^2)^{1/3}. \tag{2}
$$

The volume does not depend on how the ellipsoid is turned, so the orientation of the sheet relative to the crystal axes has no effect at this level.

With $e>0$, the electrostatic potential is $\phi=-V/e$ and the charge density is $e[N\delta(z)-n]$. Poisson's equation $\phi''=-\rho/\varepsilon$ becomes

$$
V''=K\,[N\delta(z)-n],\qquad K=\frac{e^2}{\varepsilon}. \tag{3}
$$

Since $w''=-V''$, equations (2) and (3) give $w''=Cw^{3/2}$ for $z\neq0$, with

$$
C=\frac{e^2g\,(2m_d)^{3/2}}{3\pi^2\hbar^3\varepsilon}. \tag{4}
$$

Integrating (3) across the sheet gives $w'(0^+)-w'(0^-)=-KN$. The well is symmetric, so the two slopes are opposite and

$$
w'(0^+)=-F,\qquad F=\frac{KN}{2}=\frac{e^2N}{2\varepsilon}. \tag{5}
$$

For $z>0$, multiply $w''=Cw^{3/2}$ by $w'$. Both sides are then total derivatives, and integration gives

$$
\tfrac12 w'^2=\tfrac25\,C\,w^{5/2}+c. \tag{6}
$$

Neutrality fixes both $c$ and $\mu$. If $\mu$ were positive, the density would stay finite at infinity and the total electron charge would be unbounded. If $\mu$ were negative, the density would end at a finite distance where $w=0$. Neutrality would require the field to vanish there too, so $w'=0$ and $c=0$. But with $c=0$, equation (6) makes $w^{-1/4}$ grow linearly, as shown next, so $w$ cannot reach zero at a finite distance. Therefore $\mu=0$, and $w=-V=u$ is the depth of the well below its distant edge. Because $u''\ge0$ and $u$ decays to zero, $u'$ rises towards zero from below. Both $u$ and $u'$ vanish at infinity, so $c=0$, and the root to take is the negative one:

$$
u'=-\sqrt{\frac{4C}{5}}\;u^{5/4}. \tag{7}
$$

Now differentiate $u^{-1/4}$ and insert (7):

$$
\frac{d}{dz}u^{-1/4}=-\frac14u^{-5/4}u'=\frac14\sqrt{\frac{4C}{5}}=\sqrt{\frac{C}{20}}\equiv a .
$$

The right side is constant, so $u^{-1/4}=az+b$ for $z>0$. By symmetry

$$
u(z)=\frac{1}{(a|z|+b)^4}. \tag{8}
$$

The slope of (8) at $0^+$ is $-4ab^{-5}$. Setting it equal to $-F$ gives $b=(4a/F)^{1/5}$. With $z_0=b/a$ and $u_0=b^{-4}$, the potential energy is

$$
V(z)=-\frac{u_0}{(1+|z|/z_0)^4},\qquad
z_0=\left(\frac{1600}{C^2F}\right)^{1/5},\qquad
u_0=\frac{Fz_0}{4}. \tag{9}
$$

The second relation follows from $z_0^5=b^5/a^5=4/(Fa^4)$ with $a^4=C^2/400$. The third follows from $F=4ab^{-5}=4u_0/z_0$. At fixed host parameters, $z_0\propto N^{-1/5}$ and $u_0\propto N^{4/5}$: a denser sheet makes a deeper and narrower well.

Equation (9) has two limits. For $|z|\ll z_0$ it reads $u\approx u_0-F|z|$, the potential of the bare sheet before the electrons have screened it. For $|z|\gg z_0$ the constant $b$ drops out and

$$
u(z)\to\frac{1}{a^4z^4}=\frac{400}{C^2z^4}
=\frac{450\,\pi^4\hbar^6\varepsilon^2}{g^2e^4m_d^3}\,\frac{1}{z^4}. \tag{10}
$$

This is the inverse fourth-power decay, and $N$ is absent from it. Adding donors adds electrons that screen them close to the plane. The approach to the limit is slow, as the local exponent shows:

$$
\frac{d\ln u}{d\ln z}=-\frac{4z}{z+z_0}. \tag{11}
$$

It reaches $-3.6$ at $z=9z_0$. At smaller distances the useful statement is that $u$ is the inverse fourth power of the shifted distance $|z|+z_0$.

The density is proportional to $u^{3/2}$, so $n=n_0(1+|z|/z_0)^{-6}$. Its integral over both sides is $2n_0z_0/5$, which must equal $N$, so $n_0=5N/(2z_0)$. The mean distance of an electron from the plane is

$$
\langle|z|\rangle=5z_0\int_0^\infty\frac{x\,dx}{(1+x)^6}=5z_0\left(\frac14-\frac15\right)=\frac{z_0}{4}.
$$

Together with (9) this says $u_0=F\langle|z|\rangle$, a relation that needs only Poisson's equation. For any symmetric neutral electron cloud around a sheet that decays fast enough, $u''=Kn$ at $z>0$, and integration by parts gives

$$
u(0)=\int_0^\infty z\,u''\,dz=K\int_0^\infty z\,n\,dz=F\langle|z|\rangle . \tag{12}
$$

It therefore also holds for a quantum-mechanical density, and it will explain a difference found below.

If the donors fill a symmetric slab instead of a plane, equations (6) to (8) still hold outside the slab, because they use only the absence of donors there and the decay at infinity. The slope $a$ of $u^{-1/4}$ is unchanged and only $b$ differs. For donors confined to such a slab, the coefficient in (10) is thus independent of their profile as well as of their density.

The Thomas-Fermi assumption requires the reduced wavelength to change little over its own length. For motion along $z$ with mass $m_z$,

$$
\lambda(z)=\frac{\hbar}{\sqrt{2m_zu}}=\lambda_0\left(1+\frac{z}{z_0}\right)^2,\qquad
\frac{d\lambda}{dz}=\frac{2\lambda_0}{z_0}\left(1+\frac{z}{z_0}\right), \tag{13}
$$

where $\lambda_0$ is the value at the plane. The slope must be well below one, but it grows with distance, so the far tail always lies outside the range of the approximation that produced it. The slope at the plane scales as $u_0^{-1/2}/z_0\propto N^{-1/5}$. In units of $z_0$ the valid range therefore widens with the donor density, but slowly. In absolute terms it is bounded: the slope reaches one at $z+z_0=z_0^2/(2\lambda_0)$, and the right side does not depend on $N$.

As an example, take a phosphorus layer in germanium at 4.2 K with $N=10^{13}$ cm$^{-2}$, or 0.1 nm$^{-2}$. Rough typical host values are a relative permittivity of 16, masses of 1.6 and 0.08 free-electron masses, and four valleys. Then $m_d=(1.6\times0.08^2)^{1/3}=0.217$ free-electron masses, and $K=1130.9$ meV nm. The force is

$$
F=\tfrac12(1130.9)(0.1)=56.55\ \text{meV/nm},
$$

which corresponds to a field of 0.565 MV/cm. From (4), $C=0.06574$ meV$^{-1/2}$ nm$^{-2}$, so

$$
a=\sqrt{0.06574/20}=0.0573\ \text{meV}^{-1/4}\,\text{nm}^{-1},\qquad
z_0=\left(\frac{1600}{0.06574^2\times56.55}\right)^{1/5}=5.80\ \text{nm},
$$

and $u_0=56.55\times5.80/4=82$ meV. The central density is $4.3\times10^{19}$ cm$^{-3}$, and the mean electron distance is 1.45 nm.

A direct numerical solution of the Thomas-Fermi and Poisson equations in a neutral box reaching 3000 nm on each side, made without the closed form, agrees with (9) to a relative error of $1.1\times10^{-5}$ out to 600 nm. Its local exponent is $-2.53$ at 10 nm and $-3.96$ at 600 nm, as (11) requires. With ten times the donors and the same host, the depth grows by a factor of 6.31, while $u$ at 600 nm grows by 1.4 %. These distances test the mathematics of the model; they do not describe a germanium layer.

The pure power law is a poor guide at distances of practical interest. At 20 nm, equation (10) gives $9.25\times10^4/20^4=0.58$ meV, whereas the full Thomas-Fermi result (9) is 0.21 meV. The exponent $-3.6$ is reached at 52 nm, where $u$ is 0.008 meV. The thermal energy at 4.2 K is 0.36 meV, and $u$ has already fallen to that value at 16.7 nm.

Quantisation sets in closer still. The slope in (13) is 0.69 at the plane and reaches one at $5.80(1/0.688-1)=2.6$ nm. A self-consistent Schrödinger-Poisson calculation in the Hartree approximation, for a (001) layer with $m_z=0.117$ free-electron masses, shows the consequence. One subband is filled, and the well is 108 meV deep, 32 % of $u_0$ deeper than the Thomas-Fermi value. By (12), the mean electron distance is $108.4/56.55=1.92$ nm instead of 1.45 nm: the quantum cloud extends farther on average, and the unscreened field acts over a longer path.

Far out the order is reversed. The Hartree depth is 0.20 meV at 10 nm, where Thomas-Fermi gives 1.49 meV, and below 0.002 meV at 20 nm, where it gives 0.21 meV. The cause is that the filled subband is bound. Its density of states per area is $gm_\parallel/(\pi\hbar^2)$, with an in-plane mass $m_\parallel$ of 0.296 free-electron masses, so 0.1 electrons per nm$^2$ fill it to 20 meV above its edge. The Fermi level lies 14.6 meV below the distant band edge, which puts the subband edge at $E=-35$ meV. Outside the well the wave function falls as $e^{-\kappa z}$, with

$$
\kappa=\frac{1}{\lambda_0}\sqrt{\frac{|E|}{u_0}}=\frac{1}{1.99}\sqrt{\frac{35}{82}}=0.33\ \text{nm}^{-1},
$$

where $\lambda_0=0.688\times5.80/2=1.99$ nm. The density, and through Poisson's equation the potential, falls as $e^{-2\kappa z}$. Between 10 and 20 nm this is a factor of about 0.0014. The Hartree iteration stops when its input and output potentials differ by less than $2\times10^{-5}u_0=0.0016$ meV, so its value at 20 nm cannot test this factor closely, but it does show a fall far steeper than the Thomas-Fermi factor of 0.14. In the Hartree model of this layer the decay is exponential, and the inverse fourth-power tail does not survive.

The Thomas-Fermi profile is nevertheless the right limit for many filled subbands. With the host parameters held fixed and $N$ raised a thousandfold, six subbands are filled and the largest difference between the two potentials drops from 32 % to below 1 % of the respective $u_0$ (the 0.64 % listed in the output is limited by the grid; finer grids give about 0.8 %). That density is a test of the model and not a possible layer. To keep the slope in (13) below one out to $9z_0$, where the exponent is $-3.6$, its value at the plane must be below 0.1. This needs a factor $(0.688/0.1)^5\approx1.5\times10^4$ in $N$, or about $10^{17}$ cm$^{-2}$. One atomic plane of germanium holds roughly $6\times10^{14}$ atoms per cm$^2$, so with these host parameters a single doped plane cannot show the pure fourth power.

Phosphorus layers in germanium have sheet densities of very roughly $10^{13}$ to $10^{14}$ cm$^{-2}$, so the example is at the light end. Real donors are neither confined to a mathematical plane nor evenly spread in it. A uniform slab 2 nm thick lowers the Thomas-Fermi depth from 82 to 61 meV. With the electrons held fixed, the loss would be $F$ times the mean donor distance, $56.55\times0.5=28$ meV; the electrons move outwards and recover 7 meV of it. The mean donor spacing is about 3.2 nm, and random positions give an estimated root-mean-square fluctuation of 2 meV at $z=z_0$, where $u$ is 5 meV. That estimate treats the screening electrons as a thin sheet at the plane. Linear screening by the Thomas-Fermi cloud is stronger and gives about 0.6 meV, mostly through the electrons inside $z_0$, so within that model the figure is an overestimate. But $z_0$ lies beyond the 2.6 nm to which that model applies. Screening by the single filled subband with its wave function held rigid gives about 4.5 meV, where the Hartree depth is 3 meV. That estimate leaves out the deformation of the wave function, so for the quantised layer the fluctuation is known only to be comparable with the mean potential at that distance. Exchange at the centre, estimated for an isotropic gas, is 20 meV, about a quarter of $u_0$; the anisotropic masses reduce it to about 16 meV. Background acceptors at $10^{15}$ cm$^{-3}$, a rough value, match the Thomas-Fermi electron density at about 29 nm. If they are ionised and not compensated, they matter much sooner. The bands then bend by about the gap, $E_g\approx660$ meV, across a wide depletion layer. With $N_A$ acceptors per volume, its field gives a force $\sqrt{2KN_AE_g}=1.2$ meV/nm, which equals the Thomas-Fermi force $F(1+z/z_0)^{-5}$ at 6.7 nm. The assumption of no other fixed charge has failed by that distance. At 300 K, $u$ equals the thermal energy at 1.9 nm, so the zero-temperature profile describes at most the core of the well.

Two other omissions matter less here. The next conduction valley lies roughly 140 meV higher, so even at the centre of the 108 meV Hartree well its edge stays above the Fermi level. The well is also much shallower than the gap, which is roughly 660 meV at room temperature and larger at 4.2 K, so without background acceptors the conduction edge at the plane stays above the level of the distant valence edge, and the undisturbed layer offers no path for interband tunnelling despite its high field. With ionised, uncompensated acceptors at the density above, the two edges do overlap in energy, but a depletion layer about 1 µm wide separates them. At ten times the donor density, $u_0$ would be $6.31\times82\approx520$ meV, and the single-valley-set, parabolic description would fail. For this host, then, raising the density to improve the semiclassical approximation soon breaks the band model on which (2) rests. The numerical output below lists the host parameters and the main computed values.

## Numbers as computed

```
Donor sheet density: 1.0e+13 cm^-2
Relative permittivity (rough): 16
Masses long., transv. (rough): 1.6, 0.08 m0
Number of valleys: 4
Density-of-states mass: 0.2172 m0
k-grid count / density formula: 1.0000
K = e^2/permittivity: 1130.9 meV nm
C: 0.06574 meV^-1/2 nm^-2
a: 0.05733 meV^-1/4 nm^-1
Force at sheet F: 56.55 meV/nm
Field at sheet: 0.565 MV/cm
Depth u0: 81.95 meV
Length z0: 5.797 nm
Central electron density: 4.313e+19 cm^-3
Mean electron distance: 1.449 nm
Tail coefficient u z^4: 9.2548e+04 meV nm^4
z=5 nm: u TF 6.8101, Hartree 5.0956 meV
z=10 nm: u TF 1.4862, Hartree 0.1956 meV
z=20 nm: u TF 0.2090, Hartree 0.0003 meV
Solver vs formula, max rel. error: 1.1e-05
Solver exponent at 10 nm: -2.532
Solver exponent at 600 nm: -3.962
Exponent -3.6 reached at: 52.2 nm
u at that distance: 8.20 micro-eV
10x donors, depth ratio: 6.310
10x donors, u ratio at 600 nm: 1.0143
Mass along z: 0.1171 m0; in plane: 0.2957 m0
Hartree depth: 108.40 meV
Hartree Fermi level from V(inf): -14.571 meV
Hartree filled subbands: 1
Max |V_H - V_TF|/u0: 32.27 %
Same, 1000x donors: 0.64 %
Filled subbands, 1000x donors: 6
Slope of reduced wavelength at z=0+: 0.688
Exchange at centre (estimate): 19.6 meV
Depth with 2 nm dopant slab: 60.91 meV
Donor spacing N^-1/2: 3.16 nm
Random-donor rms at z0 (rough): 2.08 meV
u TF at z0: 5.12 meV
kT at 4.2 K: 0.362 meV; u=kT at 16.7 nm
kT at 300 K: 25.85 meV; u=kT at 1.94 nm
Background acceptors (rough): 1e+15 cm^-3
n equals background at: 28.5 nm
Next valley offset (rough): 140 meV
u0 / valley offset: 0.59
Gap (rough): 660 meV; u0 / gap: 0.124
```
